# Pair-production threshold for a hot carrier in parabolic bands, part 2

How much kinetic energy must a conduction electron have to lift a valence electron across the gap $E_g$ of an insulator? The first estimate was the bare gap, but momentum must be conserved too. Hartree atomic units are used ($\hbar=1$, masses in free-electron masses). The bands are isotropic and parabolic, with both edges at $\mathbf k=0$:

$$
\varepsilon_c(\mathbf k)=\frac{k^2}{2m_e},\qquad
\varepsilon_v(\mathbf k)=-E_g-\frac{k^2}{2m_h}.
$$

Phonons and umklapp are excluded. The incoming electron has wave vector $\mathbf K$ and kinetic energy $E=K^2/2m_e$, counted from the conduction edge. The final carriers are two electrons, $\mathbf k_1$ and $\mathbf k_2$, and a hole, $\mathbf k_h=-\mathbf k_v$, where $\mathbf k_v$ is the emptied valence state. The laws are $\mathbf K=\mathbf k_1+\mathbf k_2+\mathbf k_h$ and $E=E_g+T$. With $m_1=m_2=m_e$, $m_3=m_h$, velocities $\mathbf v_j=\mathbf k_j/m_j$ (where $\mathbf k_3=\mathbf k_h$), total mass $M=2m_e+m_h$ and common velocity $\mathbf V=\mathbf K/M$, the final kinetic energy is

$$
T=\frac{K^2}{2M}+\frac12\sum_j m_j|\mathbf v_j-\mathbf V|^2 .
$$

The last term cannot be negative, so

$$
E\left(1-\frac{m_e}{M}\right)\ge E_g ,
$$

$$
E\ge E_{\rm th},\qquad
E_{\rm th}=E_g\,\frac{2m_e+m_h}{m_e+m_h}.
$$

A second guess, with the hole at rest and the electrons sharing $\mathbf K$ equally, gave $2E_g$.

The energy left for relative motion is

$$
W=E-E_g-\frac{K^2}{2M}=E\,\frac{m_e+m_h}{M}-E_g
=\frac{m_e+m_h}{M}\,(E-E_{\rm th}).
$$

For every $E\ge E_{\rm th}$ both laws are satisfied by

$$
\mathbf k_1=m_e\mathbf V+\mathbf q,\qquad
\mathbf k_2=m_e\mathbf V-\mathbf q,\qquad
\mathbf k_h=m_h\mathbf V ,
$$

$$
q=\sqrt{m_eW},
$$

with the direction of $\mathbf q$ free. At threshold $W=0$, so $\mathbf q=0$ and both electrons have the same wave vector. The question just asked is whether the Pauli principle forbids that.

**A.** It forbids it for parallel spins. Two electrons in the same band with the same wave vector must have opposite spins, which is possible in a spin-degenerate band. For opposite spins the threshold is attained. For parallel spins $\mathbf q$ must differ from zero, but it may be as small as one likes, so $E_{\rm th}$ is approached from above and not reached. The value of the threshold is the same in both cases.

**Q.** Is this the only final state at threshold?

**A.** For a given $\mathbf K$, yes, apart from spin. The relative energy is a sum of squares, and if the sum is zero every carrier has the velocity $\mathbf V$. The direction of $\mathbf K$ remains free because the bands are isotropic.

**Q.** The incoming electron brings more than the gap. Where is the excess after the event?

**A.** It is the kinetic energy of the three carriers. Its size is

$$
E_{\rm th}-E_g
=E_g\,\frac{(2m_e+m_h)-(m_e+m_h)}{m_e+m_h}
=E_g\,\frac{m_e}{m_e+m_h}.
$$

With a common velocity, each carrier has energy $m_jV^2/2$, so the energy is divided in the ratio $m_e:m_e:m_h$. For equal masses the total is $E_g/2$, and each carrier has $E_g/6$. None of this energy can be used to lower the threshold, because it belongs to the momentum that the incoming electron brought in.

**Q.** What happens if the hole is very heavy?

**A.** Write the threshold as

$$
\frac{E_{\rm th}}{E_g}=1+\frac{1}{1+m_h/m_e}.
$$

For $m_h/m_e\to\infty$ it tends to 1. The hole's share of the momentum is $m_h/M$, which tends to one, while its kinetic energy is

$$
\frac{m_hV^2}{2}=\frac{m_hK^2}{2M^2}\;\longrightarrow\;\frac{K^2}{2m_h}\;\longrightarrow\;0 .
$$

A heavy hole absorbs the momentum at little cost in energy. Your first estimate, the bare gap, is correct in this limit.

**Q.** And a very light one?

**A.** For $m_h/m_e\to0$ the ratio tends to 2. The hole then carries a vanishing share of the momentum, and the two electrons divide it between them. This is your second guess, which gave $2E_g$. Between the limits the ratio falls steadily as $m_h/m_e$ grows, since the denominator $1+m_h/m_e$ increases. For finite positive masses the threshold therefore lies strictly between $E_g$ and $2E_g$.

**Q.** A field accelerates holes as well. Can a hole create a pair, and is its threshold the same?

**A.** It can, and the threshold is the same only for equal masses. Let the initial hole have wave vector $\mathbf p$. Afterwards there are two holes, $\mathbf p_1$ and $\mathbf p_2$, and a conduction electron $\mathbf k$. In terms of electrons, two valence electrons at $-\mathbf p_1$ and $-\mathbf p_2$ collide. One fills the empty state at $-\mathbf p$ and the other goes to the conduction band. Momentum conservation is

$$
-\mathbf p_1-\mathbf p_2=-\mathbf p+\mathbf k
\quad\Longrightarrow\quad
\mathbf p=\mathbf p_1+\mathbf p_2+\mathbf k .
$$

Energy conservation is

$$
-2E_g-\frac{p_1^2}{2m_h}-\frac{p_2^2}{2m_h}
=-E_g-\frac{p^2}{2m_h}+\frac{k^2}{2m_e}.
$$

Adding $2E_g$, $p^2/2m_h$ and the two kinetic terms of the final holes to both sides gives

$$
\frac{p^2}{2m_h}=E_g+\frac{p_1^2}{2m_h}+\frac{p_2^2}{2m_h}+\frac{k^2}{2m_e}.
$$

These are the earlier laws with $m_e$ and $m_h$ exchanged. Hence

$$
E_{\rm th}^{(h)}=E_g\,\frac{2m_h+m_e}{m_e+m_h},
$$

where the energy of the initial hole is counted downward from the valence edge.

**Q.** Which carrier has the lower threshold?

**A.** The lighter one. The excess over the gap is $E_gm_e/(m_e+m_h)$ for an incoming electron and $E_gm_h/(m_e+m_h)$ for an incoming hole. At a given kinetic energy a lighter particle has less momentum to dispose of. The final carriers then also have a smaller total mass, which makes a given momentum more costly to carry, but the first effect is the stronger. The two excesses add up to $E_g$, so

$$
E_{\rm th}+E_{\rm th}^{(h)}=3E_g
$$

for any pair of masses in this model. If one threshold lies below $3E_g/2$, the other lies above it by the same amount. Both statements need a single valence band. Suppose instead that a light-hole and a heavy-hole band meet at the valence edge, with masses 0.082 and 0.5, and that $m_e=0.067$. A light hole can then end as two heavy holes and an electron. The same argument, with incoming mass 0.082 and final mass 1.067, gives $1.08E_g$. This is below the electron's $1.12E_g$ although the light hole is the heavier carrier, and the two thresholds add up to $2.20E_g$.

**Q.** Put numbers in.

**A.** I choose round model parameters that stand for no particular material: $E_g=0.05$ hartree, $m_e=0.1$ and $m_h=0.4$. Then $M=0.2+0.4=0.6$, and

$$
E_{\rm th}=0.05\times\frac{0.6}{0.5}=0.060\ \text{hartree},
$$

or 1.63 eV. For an incoming hole the fraction is $0.9/0.5=1.8$, which gives 0.090 hartree, or 2.45 eV. The sum is 0.150 hartree, three times the gap. Equal masses with the same gap would give 0.075 hartree for both.

**Q.** What does the electron-initiated event look like at its threshold?

**A.** The incoming wave vector is

$$
K=\sqrt{2\times0.1\times0.060}=0.1095\ \text{bohr}^{-1},
$$

and the common final velocity is $V=0.1095/0.6=0.1826$ atomic units. The incoming velocity $K/m_e$ was 1.095, six times larger, since $M/m_e=6$. Each final electron has wave vector $m_eV=0.0183$ bohr$^{-1}$ and the hole has $m_hV=0.0730$ bohr$^{-1}$. Two electrons and the hole together make up $K$, within rounding. The kinetic energies are 0.00167 hartree for each electron and 0.00667 hartree for the hole. They sum to 0.0100 hartree, the difference between the threshold and the gap.

**Q.** And above threshold, say at 0.08 hartree?

**A.** The energy for relative motion is

$$
W=0.08\times\frac{0.5}{0.6}-0.05=0.0167\ \text{hartree},
$$

and so $q=\sqrt{0.1\times0.0167}=0.0408$ bohr$^{-1}$. Choose $\mathbf q$ perpendicular to the incoming direction. Each electron then has 0.0211 bohr$^{-1}$ along the beam and $\pm0.0408$ bohr$^{-1}$ across it, and the hole has 0.0843 bohr$^{-1}$ along the beam. The final energies are 0.01056 hartree for each electron and 0.00889 hartree for the hole, 0.0300 hartree in all. Adding the gap returns the incoming 0.08 hartree.

**Q.** Your proof rests on one rearrangement of squares. Has the minimum been found in a way that does not use it?

**A.** Yes. The incoming energy was minimized numerically over all nine components of the wave vectors, with the original band energies and the two conservation laws as the sole input. The common velocity was not imposed. For five mass ratios from 0.1 to 10, and for both kinds of incoming carrier, the minimum agrees with the formula to the five decimals printed in the numerical output. In the example, the velocities at the minimum also agree with the common velocity $\mathbf V$, within the tolerance of the test.

A second check draws the final wave vectors at random. Multiplying all of them by a factor $s$ multiplies both $K^2/2m_e$ and $T$ by $s^2$. Energy conservation then requires

$$
s^2\left(\frac{K^2}{2m_e}-T\right)=E_g ,
$$

which has a solution if the bracket is positive. Of 400,000 random draws for the example, 303,492 could be turned into permitted events in this way. The lowest incoming energy among them was 0.06015 hartree, about 0.25 % above the threshold. A finite sample cannot prove a bound, but a single event below 0.060 hartree would have refuted this one.

**Q.** Does pair production then set in at full strength as soon as an electron passes $E_{\rm th}$?

**A.** The conservation laws do not fix the rate, but they do show how the number of available final states grows. For fixed $\mathbf K$, two of the three final wave vectors can be chosen freely, which leaves six components. The relative energy is a positive quadratic form in these six components, measured from the configuration in which all three carriers have the common velocity $\mathbf V$. The region where it is less than $W$ is an ellipsoid whose linear size grows as $\sqrt W$. Its volume grows as $(\sqrt W)^6=W^3$. The number of states per unit energy is the derivative of this volume, so

$$
\rho(W)\propto W^2\propto(E-E_{\rm th})^2 .
$$

If the squared matrix element tends to a non-zero constant at threshold, the lowest-order rate starts with the same power. In this three-dimensional model the onset is gradual. For parallel spins the direct and exchange amplitudes cancel at $\mathbf q=0$, so the condition on the matrix element is not met and the onset is weaker still.

**Q.** Can I at least obtain the breakdown field from the threshold?

**A.** Not from the threshold alone. An electron must gain $E_{\rm th}$ from the field while it loses energy to phonons. It must then create a pair before it is scattered down again, and an avalanche needs this to be repeated often enough to outweigh the loss of carriers. The threshold enters such a calculation as one input. The scattering rates and the field have not appeared in the derivation.

**Q.** Which of your assumptions would you distrust first in a real solid?

**A.** The parabolic conduction band at the energy of the incoming electron. At threshold the final carriers of the example have smaller wave vectors than the incoming one, but the incoming electron sits more than one gap above the band edge. If the true band there departs from $K^2/2m_e$, the relation between the energy and the momentum to be disposed of changes, and so does the threshold. The minimization must then be repeated with the true band energies. The shift can be large. Take the form $\varepsilon(1+\alpha\varepsilon)=k^2/2m$. With it in the conduction band of the example and a parabolic hole, the threshold rises from $1.20E_g$ to $1.39E_g$ for $\alpha E_g=0.5$ and to $1.79E_g$ for $\alpha E_g=1$. For equal masses with this form in both bands, it rises from $1.5E_g$ to $2.5E_g$ for $\alpha E_g=0.5$, so the upper limit $2E_g$ also belongs to the parabolic model. For $\alpha E_g=1$ the form reads $(\varepsilon+E_g/2)^2=(E_g/2)^2+E_gk^2/2m$, the dispersion of a relativistic particle. One such particle cannot decay into three with the same rest energy, so with this form in both bands and equal masses no event is permitted at any energy.

**Q.** And if the conduction minimum and the valence maximum are at different wave vectors?

**A.** Then the momentum law gains a constant. Let a conduction minimum lie at $\mathbf Q$ and the valence maximum at zero. Consider only events in which the incoming and both final conduction electrons belong to this one minimum, and measure each conduction wave vector from $\mathbf Q$. Other equivalent minima, such as one at $-\mathbf Q$, would allow further events with a different constant. Two conduction electrons at the end and one at the start leave one unmatched $\mathbf Q$:

$$
\mathbf K=\mathbf k_1+\mathbf k_2+\mathbf k_h+\mathbf Q .
$$

The final carriers now share the momentum $\mathbf K-\mathbf Q$, and the necessary condition becomes

$$
\frac{K^2}{2m_e}\ge E_g+\frac{|\mathbf K-\mathbf Q|^2}{2M}.
$$

The threshold depends on the direction of $\mathbf K$. If $Q^2/2m_e$ happens to equal $E_g$, an electron with $\mathbf K=\mathbf Q$ can create a pair with all final carriers at rest, and its threshold is the bare gap. An umklapp event adds a reciprocal-lattice vector to the same equation and acts in the same way, as far as the parabolic form still holds at the wave vectors involved.

**Q.** A phonon could take up momentum too.

**A.** It could. Suppose a phonon of energy $\omega$ is emitted with the whole wave vector $\mathbf K$. The three carriers can then be at rest, and the energy law asks for $E=E_g+\omega$. If $\omega$ is smaller than $E_gm_e/(m_e+m_h)$, this lies below $E_{\rm th}$. Such an event needs an additional interaction, so its rate is a separate question, but $E_{\rm th}$ does not forbid it.

The attraction between the final electrons and the hole has also been left out, since their energies were taken as those of separate band carriers. A bound final pair would have a lower energy than the model allows. The value $3E_g/2$ is thus the threshold for equal masses, aligned parabolic extrema and a collision in which free band carriers alone share the energy and momentum.

## Numbers as computed

```
Thresholds in units of E_g: numerical minimum | formula
m_h/m_e =  0.10: electron 1.90909 | 1.90909; hole 1.09091 | 1.09091
m_h/m_e =  0.25: electron 1.80000 | 1.80000; hole 1.20000 | 1.20000
m_h/m_e =  1.00: electron 1.50000 | 1.50000; hole 1.50000 | 1.50000
m_h/m_e =  4.00: electron 1.20000 | 1.20000; hole 1.80000 | 1.80000
m_h/m_e = 10.00: electron 1.09091 | 1.09091; hole 1.90909 | 1.90909
Worked example
gap E_g = 0.0500 hartree = 1.3606 eV
m_e = 0.10, m_h = 0.40, M = 0.60 electron masses
electron threshold, formula   = 0.060000 hartree
electron threshold, numerical = 0.060000 hartree
electron threshold            = 1.6327 eV
electron threshold / E_g      = 1.2000
hole threshold = 0.090000 hartree = 2.4490 eV
hole threshold / E_g          = 1.8000
equal-mass threshold, same gap = 0.075000 hartree
At the electron threshold
incoming wave vector K        = 0.109545 1/bohr
incoming velocity K/m_e       = 1.095445 a.u.
common final velocity V       = 0.182574 a.u.
each final electron k         = 0.018257 1/bohr
final hole k_h                = 0.073030 1/bohr
each final electron energy    = 0.001667 hartree
final hole energy             = 0.006667 hartree
total final kinetic energy    = 0.010000 hartree
Random allowed events
number of allowed events      = 303492 of 400000
lowest incoming energy found  = 0.060150 hartree
Event above threshold
incoming energy E             = 0.080000 hartree
incoming wave vector          = 0.126491 1/bohr
relative energy W             = 0.016667 hartree
relative wave vector q        = 0.040825 1/bohr
electron k along the beam     = 0.021082 1/bohr
hole k along the beam         = 0.084327 1/bohr
each final electron energy    = 0.010556 hartree
final hole energy             = 0.008889 hartree
energy mismatch               = 2.4e-17 hartree
```
